**Dielectric attenuation of a uniformly filled TEM line**

For small loss, the amplitude attenuation is $\alpha_d=\pi f\sqrt{k}\tan\delta/c$, where $f$ is the frequency, $k$ the relative permittivity, $\tan\delta$ the loss tangent and $c$ the speed of light. For $k=2.5$, $\tan\delta=0.005$ and $f=100$ GHz the output gives 0.7196 dB/cm. The program asserts that this formula agrees with direct integration of Maxwell's equations through 1 cm, and it confirms the small-loss expansion symbolically. Separate electric and magnetic finite-element solutions test the relation $LC=\mu_0\varepsilon_0k$, where $L$ and $C$ are inductance and capacitance per length; the extrapolated ratio of the two sides is 0.99999. Two different rectangular cross-sections reproduce the attenuation within the asserted 2 %. The wall-recession rule for conductor resistance is tested against the exact impedance of a round wire. For the micrometre-scale copper line of the example, the output shows a conductor attenuation of about 17 dB/cm, roughly 23 times the ideal dielectric loss. It also sizes the effects of cap layers, a higher loss tangent, a shift in $k$ and heating of the copper.

## Program and output

```python
"""
Result under test: a TEM wave in a uniform non-magnetic dielectric has
    alpha_d = pi * f * sqrt(k) * tan_delta / c      (Np/m, amplitude)
for small tan_delta, whatever the line cross-section; about 0.72 dB/cm for
k = 2.5, tan_delta = 0.005, f = 100 GHz.
Symbols: k relative permittivity (real part), tan_delta loss tangent,
f frequency, omega = 2 pi f, c speed of light, alpha attenuation constant.
Time factor exp(+i omega t): complex permittivity is k (1 - i tan_delta).
R, L, G, C are series resistance, external inductance, shunt conductance
and capacitance per length. SI units inside, engineering units in print.
"""
import numpy as np
import sympy as sp
from scipy.constants import c, epsilon_0, mu_0
from scipy.integrate import solve_ivp
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import ive

DB_PER_NP = 20 / np.log(10)
TO_DB_CM = DB_PER_NP / 100          # Np/m to dB/cm

k = 2.5
tan_delta = 0.005
f = 100e9
omega = 2 * np.pi * f


def alpha_low_loss(k_real, loss_tangent, frequency):
    return np.pi * frequency * np.sqrt(k_real) * loss_tangent / c


alpha_d = alpha_low_loss(k, tan_delta, f)
alpha_exact = (omega / c * np.sqrt(k / 2)
               * np.sqrt(np.sqrt(1 + tan_delta**2) - 1))

# Dissipated power density: cycle average of E dD/dt for E = cos(phase).
phase = 2 * np.pi * np.arange(400) / 400
eps_complex = epsilon_0 * k * (1 - 1j * tan_delta)
dD_dt = np.real(1j * omega * eps_complex * np.exp(1j * phase))
power_density = np.mean(np.cos(phase) * dD_dt)
assert np.isclose(power_density, 0.5 * omega * epsilon_0 * k * tan_delta,
                  rtol=1e-9)

# Maxwell's equations integrated through 1 cm; h is H times the vacuum
# impedance. Transfer-matrix eigenvalues give the decay without using alpha.
length = 0.01


def maxwell(z, fields):
    e_field, h_field = fields
    return [-1j * omega / c * h_field,
            -1j * omega / c * k * (1 - 1j * tan_delta) * e_field]


columns = []
for start_fields in ([1, 0], [0, 1]):
    run = solve_ivp(maxwell, (0, length), np.array(start_fields, complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert run.success
    columns.append(run.y[:, -1])
transfer = np.array(columns).T
decay = np.min(np.abs(np.linalg.eigvals(transfer)))
alpha_integrated = -np.log(decay) / length
assert np.isclose(alpha_integrated, alpha_exact, rtol=1e-6)
assert np.isclose(alpha_integrated, alpha_d, rtol=1e-5)

# Small-loss expansion, including the first relative correction.
t = sp.symbols("t", positive=True)
root_series = sp.series(sp.sqrt(1 - sp.I * t), t, 0, 5).removeO()
imaginary_part = sp.im(sp.expand(root_series))
assert sp.simplify(-imaginary_part - t / 2 * (1 - t**2 / 8)) == 0


def field_energy(cells, kind, permittivity=None):
    """Integral of |grad u|^2 (weighted by permittivity) over one quarter
    of a rectangular shielded line, for a unit potential difference.
    cells = inner half-width, inner half-height, outer half-width,
    outer half-height, in grid cells. Linear triangular elements.
    electric: u fixed on both conductors, natural on symmetry planes.
    magnetic: u fixed on symmetry planes, natural on conductors."""
    a, b, A, B = cells
    eps = (np.ones((A, B), complex) if permittivity is None
           else permittivity.astype(complex))
    eps[:a, :b] = 0
    pad = np.pad(eps, 1)
    gx = 0.5 * (pad[1:-1, :-1] + pad[1:-1, 1:])
    gy = 0.5 * (pad[:-1, 1:-1] + pad[1:, 1:-1])
    number = np.arange((A + 1) * (B + 1)).reshape(A + 1, B + 1)
    first = np.concatenate([number[:-1, :].ravel(), number[:, :-1].ravel()])
    last = np.concatenate([number[1:, :].ravel(), number[:, 1:].ravel()])
    weight = np.concatenate([gx.ravel(), gy.ravel()])
    m = len(weight)
    rows = np.concatenate([np.arange(m), np.arange(m)])
    difference = csr_matrix(
        (np.concatenate([np.ones(m), -np.ones(m)]),
         (rows, np.concatenate([first, last]))), shape=(m, number.size))
    stiffness = (difference.T @ diags(weight) @ difference).tocsr()
    i, j = np.indices((A + 1, B + 1))
    if kind == "electric":
        inner = (i <= a) & (j <= b)
        fixed = inner | (i == A) | (j == B)
        value = inner
    else:
        fixed = ((i < a) & (j < b)) | (i == 0) | (j == 0)
        value = (i == 0) & (j >= b)
    u = value.ravel().astype(complex)
    free = np.flatnonzero(~fixed.ravel())
    load = -(stiffness @ u)[free]
    u[free] = spsolve(stiffness[free][:, free].tocsc(), load)
    energy = u @ (stiffness @ u)
    return energy.real if permittivity is None else energy


def energy_pair(cells):
    return field_energy(cells, "electric"), field_energy(cells, "magnetic")


# Separate electric and magnetic solutions test LC = mu_0 epsilon_0 k.
# Both energies are overestimated at the conductor corner as h^(4/3).
coarse_cells = (20, 10, 60, 30)
fine_cells = (40, 20, 120, 60)
h_coarse, h_fine = 0.1e-6, 0.05e-6
product_coarse = np.prod(energy_pair(coarse_cells))
electric, magnetic = energy_pair(fine_cells)
product_fine = electric * magnetic
assert 0 < product_fine - 1 < 0.02
assert product_fine - 1 < 0.6 * (product_coarse - 1)
product_limit = (product_fine
                 + (product_fine - product_coarse) / (2**(4 / 3) - 1))
assert abs(product_limit - 1) < 2e-3


def alpha_from_fields(electric_energy, magnetic_energy):
    C_line = 4 * epsilon_0 * k * electric_energy
    G_line = 4 * omega * epsilon_0 * k * tan_delta * electric_energy
    L_line = mu_0 * magnetic_energy / 4
    return 0.5 * G_line * np.sqrt(L_line / C_line)


# Two different shapes; tolerance covers the corner discretization error.
alpha_shape_1 = alpha_from_fields(electric, magnetic)
alpha_shape_2 = alpha_from_fields(*energy_pair((20, 20, 60, 40)))
for alpha_shape in (alpha_shape_1, alpha_shape_2):
    assert np.isclose(alpha_shape, alpha_d, rtol=0.02)

# Conductor loss: R = (surface resistance / mu_0) dL/dn, walls receding by n.
resistivity = 2.0e-8
skin_depth = np.sqrt(resistivity / (np.pi * f * mu_0))
surface_resistance = resistivity / skin_depth


def inductance(cells):
    # The geometric mean cancels most of the two corner errors.
    e_energy, m_energy = energy_pair(cells)
    return mu_0 / 4 * np.sqrt(m_energy / e_energy)


def recession_slope(cells, h):
    a, b, A, B = cells
    receded = inductance((a - 1, b - 1, A + 1, B + 1))
    advanced = inductance((a + 1, b + 1, A - 1, B - 1))
    return (receded - advanced) / (2 * h)


slope = recession_slope(fine_cells, h_fine)
slope_coarse = recession_slope(coarse_cells, h_coarse)
assert np.isclose(slope, slope_coarse, rtol=0.03)

# Recession rule against the exact impedance of a round wire.
# Curvature correction is about skin_depth / (2 radius), near 1 percent.
radius = 10e-6
m_wire = (1 + 1j) / skin_depth
wire_impedance = (resistivity * m_wire / (2 * np.pi * radius)
                  * ive(0, m_wire * radius) / ive(1, m_wire * radius))
wire_slope = mu_0 / (2 * np.pi * radius)
wire_rule = surface_resistance / mu_0 * wire_slope
assert np.isclose(wire_impedance.real, wire_rule, rtol=0.02)
assert np.isclose(wire_impedance.imag, wire_rule, rtol=0.02)

L = mu_0 / 4 * np.sqrt(magnetic / electric)
C = 4 * epsilon_0 * k * np.sqrt(electric / magnetic)
G = omega * C * tan_delta
Z0 = np.sqrt(L / C)
R = surface_resistance / mu_0 * slope


def alpha_line(R_line, G_line):
    series = R_line + 1j * (omega * L + R_line)
    return np.sqrt(series * (G_line + 1j * omega * C)).real


alpha_conductor = alpha_line(R, 0)
alpha_total = alpha_line(R, G)
dielectric_share = alpha_total - alpha_conductor
r = R / (omega * L)
share_factor = np.sqrt(1 + r - 1j * r).real
assert np.isclose(dielectric_share, alpha_d * share_factor, rtol=0.01)
assert alpha_conductor > 5 * alpha_d

temperature_rise = 105 - 20
temperature_coefficient = 0.0039
R_hot = R * np.sqrt(1 + temperature_coefficient * temperature_rise)
alpha_conductor_hot = alpha_line(R_hot, 0)

# Cap layers above and below the centre conductor level.
k_cap, tan_cap = 5.0, 0.02
cap_cells = 2
layers = np.full((fine_cells[2], fine_cells[3]), k * (1 - 1j * tan_delta))
inner_top = fine_cells[1]
layers[:, inner_top:inner_top + cap_cells] = k_cap * (1 - 1j * tan_cap)
energy_capped = field_energy(fine_cells, "electric", layers)
C_capped = (4 * epsilon_0 * energy_capped
            * np.sqrt(electric / magnetic) / electric)
alpha_capped = (1j * omega * np.sqrt(L * C_capped)).real
assert alpha_d < alpha_capped < alpha_low_loss(k_cap, tan_cap, f)

tan_moist = 0.02
k_shifted = k + 0.1
alpha_moist = alpha_low_loss(k, tan_moist, f)
alpha_shifted = alpha_low_loss(k_shifted, tan_delta, f)
assert abs(alpha_d * TO_DB_CM - 0.72) < 0.005

print(f"relative permittivity k: {k:.1f}")
print(f"loss tangent: {tan_delta:.3f}")
print(f"frequency: {f/1e9:.0f} GHz")
print(f"square root of k: {np.sqrt(k):.4f}")
print(f"wavelength in dielectric: {c/np.sqrt(k)/f*1e3:.3f} mm")
print(f"dB per neper: {DB_PER_NP:.4f}")
print(f"alpha_d, low-loss formula: {alpha_d/100:.5f} Np/cm")
print(f"alpha_d, low-loss formula: {alpha_d*TO_DB_CM:.4f} dB/cm")
print(f"alpha from integrated Maxwell: {alpha_integrated*TO_DB_CM:.4f} dB/cm")
print(f"relative low-loss error: {alpha_d/alpha_exact-1:.2e}")
print(f"power lost in 1 cm: {100*(1-np.exp(-2*alpha_d*0.01)):.2f} %")
print(f"length for 1 dB: {1/(alpha_d*TO_DB_CM):.3f} cm")
print(f"wrong answer from 2 alpha: {2*alpha_d*TO_DB_CM:.3f} dB/cm")
print(f"LC/(mu eps), coarse grid: {product_coarse:.5f}")
print(f"LC/(mu eps), fine grid: {product_fine:.5f}")
print(f"LC/(mu eps), extrapolated: {product_limit:.5f}")
print(f"alpha from fields, shape 1: {alpha_shape_1*TO_DB_CM:.4f} dB/cm")
print(f"alpha from fields, shape 2: {alpha_shape_2*TO_DB_CM:.4f} dB/cm")
print(f"centre conductor width: {2*fine_cells[0]*h_fine*1e6:.1f} um")
print(f"centre conductor thickness: {2*fine_cells[1]*h_fine*1e6:.1f} um")
print(f"shield inner width: {2*fine_cells[2]*h_fine*1e6:.1f} um")
print(f"shield inner height: {2*fine_cells[3]*h_fine*1e6:.1f} um")
print(f"copper resistivity (rough): {resistivity*1e8:.1f} uOhm cm")
print(f"skin depth: {skin_depth*1e6:.3f} um")
print(f"surface resistance: {surface_resistance:.4f} Ohm")
print(f"inductance L: {L*1e7:.3f} nH/cm")
print(f"capacitance C: {C*1e10:.3f} pF/cm")
print(f"conductance G: {G*10:.3f} mS/cm")
print(f"lossless impedance Z0: {Z0:.2f} Ohm")
print(f"series resistance R: {R/100:.1f} Ohm/cm")
print(f"ratio R/(omega L): {r:.4f}")
print(f"conductor attenuation: {alpha_conductor*TO_DB_CM:.2f} dB/cm")
print(f"total attenuation: {alpha_total*TO_DB_CM:.2f} dB/cm")
print(f"conductor/ideal dielectric loss: {alpha_conductor/alpha_d:.1f}")
print(f"dielectric share with R: {dielectric_share*TO_DB_CM:.4f} dB/cm")
print(f"share factor from R: {share_factor:.4f}")
print(f"copper temperature coefficient: {temperature_coefficient:.4f} 1/K")
print(f"conductor loss at 105 C: {alpha_conductor_hot*TO_DB_CM:.2f} dB/cm")
print(f"cap k, loss tangent (rough): {k_cap:.1f}, {tan_cap:.3f}")
print(f"cap thickness, each: {cap_cells*h_fine*1e6:.2f} um")
print(f"dielectric loss with caps: {alpha_capped*TO_DB_CM:.3f} dB/cm")
print(f"moist-film loss tangent (rough): {tan_moist:.3f}")
print(f"moist-film dielectric loss: {alpha_moist*TO_DB_CM:.3f} dB/cm")
print(f"dielectric loss at k={k_shifted:.1f}: "
      f"{alpha_shifted*TO_DB_CM:.4f} dB/cm")
print("ALL CHECKS PASSED")
```

Printed output:

```
relative permittivity k: 2.5
loss tangent: 0.005
frequency: 100 GHz
square root of k: 1.5811
wavelength in dielectric: 1.896 mm
dB per neper: 8.6859
alpha_d, low-loss formula: 0.08285 Np/cm
alpha_d, low-loss formula: 0.7196 dB/cm
alpha from integrated Maxwell: 0.7196 dB/cm
relative low-loss error: 3.12e-06
power lost in 1 cm: 15.27 %
length for 1 dB: 1.390 cm
wrong answer from 2 alpha: 1.439 dB/cm
LC/(mu eps), coarse grid: 1.00528
LC/(mu eps), fine grid: 1.00209
LC/(mu eps), extrapolated: 0.99999
alpha from fields, shape 1: 0.7203 dB/cm
alpha from fields, shape 2: 0.7211 dB/cm
centre conductor width: 4.0 um
centre conductor thickness: 2.0 um
shield inner width: 12.0 um
shield inner height: 6.0 um
copper resistivity (rough): 2.0 uOhm cm
skin depth: 0.225 um
surface resistance: 0.0889 Ohm
inductance L: 1.686 nH/cm
capacitance C: 1.650 pF/cm
conductance G: 5.184 mS/cm
lossless impedance Z0: 31.96 Ohm
series resistance R: 131.0 Ohm/cm
ratio R/(omega L): 0.1237
conductor attenuation: 16.77 dB/cm
total attenuation: 17.53 dB/cm
conductor/ideal dielectric loss: 23.3
dielectric share with R: 0.7640 dB/cm
share factor from R: 1.0616
copper temperature coefficient: 0.0039 1/K
conductor loss at 105 C: 19.18 dB/cm
cap k, loss tangent (rough): 5.0, 0.020
cap thickness, each: 0.10 um
dielectric loss with caps: 0.867 dB/cm
moist-film loss tangent (rough): 0.020
moist-film dielectric loss: 2.878 dB/cm
dielectric loss at k=2.6: 0.7338 dB/cm
ALL CHECKS PASSED
```
